# Anode-hole injection and why log oxide lifetime follows inverse field

**Q:** I stress silicon dioxide capacitors at constant field $E$ until they break down. The logarithm of the lifetime $t$ falls close to a straight line against $1/E$. I am told that anode-hole injection explains this, and that the slope is a sum of two field constants. Where does a sum come from?

**A:** From a product of two rates. Electrons tunnel from the cathode into the oxide with current density $J$. At the anode, some of them create energetic holes, and a few of these holes tunnel back into the oxide. Let $\gamma$ be the number of holes injected per electron, so that the hole current density is $\gamma J$. The model postulates that breakdown comes when the hole charge passed per unit area reaches a fixed value $Q_p$. If neither rate changes during the stress,

$$\int_0^t \gamma J\,dt'=\gamma J\,t=Q_p,\qquad t=\frac{Q_p}{\gamma J}.$$

The logarithm separates the two factors:

$$\ln t=\ln Q_p-\ln J-\ln\gamma .$$

Logarithms here are of numerical values in fixed units. If $J$ and $\gamma$ each contain an exponential of $-1/E$, their field constants add.

**Q:** Why should tunnelling depend on $1/E$ rather than on $E$?

**A:** Because the field sets the width of the barrier. Take $q>0$ as the elementary charge and $E>0$ as the field magnitude. A carrier that meets a barrier of height $\Phi$ sees $\Phi-qEx$ at distance $x$ into the oxide. The barrier ends at $x_t=\Phi/(qE)$, provided that the voltage across the oxide exceeds $\Phi/q$. With tunnelling mass $m$, the decay constant is $\kappa=\sqrt{2m(\Phi-qEx)}/\hbar$. In the semiclassical approximation the transmission is $\exp(-2\int\kappa\,dx)$. Substituting $w=\Phi-qEx$, $dx=-dw/(qE)$, gives

$$2\int_0^{x_t}\kappa\,dx=\frac{2\sqrt{2m}}{\hbar qE}\int_0^{\Phi}w^{1/2}dw=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3q\hbar E}.$$

For electrons with barrier $\Phi_b$ and mass $m_b$, I call this $B/E$. For holes with barrier $\Phi_h$ and mass $m_h$, I call it $H/E$:

$$B=\frac{4\sqrt{2m_b}\,\Phi_b^{3/2}}{3q\hbar},\qquad H=\frac{4\sqrt{2m_h}\,\Phi_h^{3/2}}{3q\hbar}.$$

Take a 10 nm oxide between silicon electrodes, with rough typical values $\Phi_b=3.1$ eV and both masses equal to 0.42 free-electron masses $m_0$. Then $B=241.6$ MV/cm. For an effective hole barrier of 1.5 eV,

$$H=B\left(\frac{1.5}{3.1}\right)^{3/2}=241.6\times0.3366=81.3\ \text{MV/cm}.$$

The semiclassical step hardly changes these field constants, although the exact hole transmission at 10 MV/cm is about twice $e^{-H/E}$ if the hole has mass $m_0$ and 3.3 eV of kinetic energy in the electrode. Solving the wave equation for the same barriers with Airy functions, and differentiating the logarithm of the transmission numerically at 10 MV/cm, gives 241.8 and 81.4 MV/cm. The first value is for an electron of mass $m_0$ with 0.1 eV of kinetic energy in the electrode; at 5 eV it is 241.7 MV/cm. This assumes that no wave returns from the far electrode. Coherent reflection there would make the local slope oscillate with field; scattering in the oxide weakens this effect.

**Q:** The electrons come from a whole range of energies. Does that spoil the exponential?

**A:** It adds a factor $E^2$, which shifts the slope. Treat the cathode as a deep free-electron Fermi sea at zero temperature. Let $\varepsilon$ be the depth below the Fermi level of the energy of motion towards the oxide. At each $\varepsilon$, the motion parallel to the interface may carry any energy up to $\varepsilon$. Its states fill a disc of area $2\pi m_0\varepsilon/\hbar^2$ in wavevector space. The density of states with spin is $2/(2\pi)^3$, and $v_x\,dk_x=dE_x/\hbar$, so

$$J=q\,\frac{2}{(2\pi)^3}\,\frac{2\pi m_0}{\hbar^3}\int_0^\infty\varepsilon\,T(\varepsilon)\,d\varepsilon=\frac{qm_0}{2\pi^2\hbar^3}\int_0^\infty\varepsilon\,T(\varepsilon)\,d\varepsilon .$$

Assume that the energy of parallel motion is the same in the electrode and in the oxide. An electron at depth $\varepsilon$ then sees the barrier $\Phi_b+\varepsilon$. If instead the parallel wavevector is conserved and the oxide mass is isotropic, the lighter oxide mass raises the parallel energy. That would multiply $J$ by about $m_b/m_0=0.42$ and leave its slope almost unchanged. To first order, $(\Phi_b+\varepsilon)^{3/2}\simeq\Phi_b^{3/2}(1+3\varepsilon/2\Phi_b)$, hence

$$T(\varepsilon)\simeq e^{-B/E}e^{-c\varepsilon},\qquad c=\frac{3B}{2\Phi_bE}.$$

The remaining integral is $1/c^2=4\Phi_b^2E^2/(9B^2)$. Since $B^2=32m_b\Phi_b^3/(9q^2\hbar^2)$, this equals $q^2\hbar^2E^2/(8m_b\Phi_b)$. Therefore

$$J=AE^2e^{-B/E},\qquad A=\frac{q^3m_0}{16\pi^2\hbar\,m_b\Phi_b}.$$

One power of $E$ comes from the width $1/c$ of the contributing energy range. The other comes from the parallel states, whose number also grows with $\varepsilon$.

The next term in the exponent is $-(3/8)(B/E)(\varepsilon/\Phi_b)^2$. Under the weight $\varepsilon e^{-c\varepsilon}$ the mean of $\varepsilon^2$ is $6/c^2$, so the relative correction to $J$ is

$$-\frac38\,\frac BE\,\frac{6}{c^2\Phi_b^2}=-\frac94\,\frac BE\,\frac{4E^2}{9B^2}=-\frac EB .$$

At 10 MV/cm this is $-4.1\%$. Numerical integration over energy, without expanding the exponent, gives 0.962 times the closed formula.

**Q:** How does the anode make a hole with a barrier of only 1.5 eV?

**A:** The hole has to start deep in the valence band. With rough gaps of 9.0 eV for the oxide and 1.1 eV for silicon, the valence-band offset is $9.0-3.1-1.1=4.8$ eV. A hole at the silicon valence edge would face that full barrier. A hole 3.3 eV below the edge faces $4.8-3.3=1.5$ eV.

An arriving electron can supply the energy by lifting a deep valence electron to the conduction edge. If it ends at that edge itself, it must arrive with at least $3.3+1.1=4.4$ eV above it. The step from the oxide conduction band down to that of silicon provides 3.1 eV. The other 1.3 eV must be kinetic energy gained in the oxide.

The field then drives the hole towards the cathode, through a triangular barrier. For a single effective hole energy,

$$\gamma=\gamma_0e^{-H/E},$$

where $\gamma_0$ contains the probability of making the hole and is taken as constant. There is no integral over a Fermi sea here, and so no second factor $E^2$.

**Q:** Then is $\ln t$ really linear in $1/E$?

**A:** Not quite. Inserting both rates gives

$$t=\frac{Q_p}{A\gamma_0E^2}\,e^{(B+H)/E}.$$

Write $u=1/E$ and $G=B+H$. Then

$$\ln t=\ln\frac{Q_p}{A\gamma_0}+2\ln u+Gu,\qquad \frac{d\ln t}{du}=G+\frac2u=B+H+2E.$$

In this formula the quantity linear in $1/E$ is $\ln(tE^2)$, with slope $B+H$. The plot of $\ln t$ is slightly curved and steeper by $2E$. For our oxide $G=323$ MV/cm, while the slope of $\ln t$ at 10 MV/cm should be about 343 MV/cm. If you plot $\log_{10}t$, divide by $\ln10$; $G$ then becomes 140 MV/cm.

**Q:** Can you show me lifetimes, rather than slopes alone?

**A:** Take $Q_p=0.1$ C/cm² as a rough value and $\gamma_0=1$. The latter is generous, since it lets every arriving electron make such a hole; a smaller $\gamma_0$ lengthens all lifetimes in proportion. I use the numerical energy integral for $J$. At 10 MV/cm,

$$t=\frac{0.1}{(3.65\times10^{-3})(2.94\times10^{-4})}\ \text{s}=9.3\times10^4\ \text{s},$$

or about 26 hours. Other fields give:

| $E$ (MV/cm) | $J$ (A/cm²) | $\gamma$ | $t$ (s) |
|---:|---:|---:|---:|
| 7 | $5.8\times10^{-8}$ | $9.0\times10^{-6}$ | $1.9\times10^{11}$ |
| 9 | $2.0\times10^{-4}$ | $1.2\times10^{-4}$ | $4.1\times10^6$ |
| 10 | $3.7\times10^{-3}$ | $2.9\times10^{-4}$ | $9.3\times10^4$ |
| 11 | $4.0\times10^{-2}$ | $6.2\times10^{-4}$ | $4.1\times10^3$ |

Numerical differentiation at 10 MV/cm gives a slope of 261.3 MV/cm for $\ln(1/J)$ and 81.3 MV/cm for $\ln(1/\gamma)$. They add to 342.6 MV/cm. This is 0.4 MV/cm below $G+2E$, and the supply correction explains the difference. It adds about $E/B=1/(Bu)$ to $\ln t$, whose derivative is $-E^2/B=-0.4$ MV/cm.

You can separate the two parts in the same way. The slope of $\ln(1/J)$ gives $B+2E$. The electron charge to breakdown, $Jt=Q_p/\gamma$, has a logarithmic slope $H$ if the model holds.

**Q:** If my stress data give a good line, may I extend it to lower fields?

**A:** The line alone does not justify that. I fitted model lifetimes at 9, 9.5, 10, 10.5 and 11 MV/cm by least squares. Against $1/E$, the slope is 342 MV/cm and the largest deviation in $\ln t$ is 0.005. Against $E$, the largest deviation is 0.17, a factor of 1.19 in time. Scatter between samples could hide that.

At 7 MV/cm the model gives about 6100 years. The $1/E$ line gives about 7000 years, 14% more than the model. The $E$ line gives about 110 years, 55 times less. The signs follow from the curvatures:

$$\frac{d^2\ln t}{du^2}=-\frac2{u^2}<0,\qquad \frac{d^2\ln t}{dE^2}=\frac{2G}{E^3}+\frac2{E^2}>0.$$

Outside the fitted window, the first line therefore lies above the model and the second below it. If the lifetimes do follow this model, the $E$ line is the cautious choice at low field. If another mechanism takes over there, neither result is a guarantee.

**Q:** Does a measured slope at least tell me the hole barrier?

**A:** Only if you know the hole's tunnelling mass, since $H$ contains $\sqrt{m_h}\,\Phi_h^{3/2}$, and if both the hot-hole energy and $\gamma_0$ stay fixed as you change the field. Suppose that electrons arrive hotter at higher field, so that $\Phi_h$ falls by $s$ per unit field. Then $H$ depends on $u$, and

$$-\frac{d\ln\gamma}{du}=\frac{d(Hu)}{du}=H+u\,\frac{dH}{d\Phi_h}\frac{d\Phi_h}{du}.$$

Here $dH/d\Phi_h=3H/(2\Phi_h)$. Since $d\Phi_h/dE=-s$ and $dE/du=-E^2$, we have $d\Phi_h/du=sE^2$. The slope becomes

$$H+\frac{3HsE}{2\Phi_h}.$$

An assumed $s=0.05$ eV per MV/cm adds 41 MV/cm at 10 MV/cm, half of $H$ itself. This $s$ is modest. If the 1.3 eV gained in the oxide at 10 MV/cm were proportional to the field, $s$ would be 0.13 eV per MV/cm. That adds 106 MV/cm, more than $H$. The slope of $\ln t$ rises to about 450 MV/cm and the lifetime at 7 MV/cm grows about 120 times, yet the plot against $1/E$ from 9 to 11 MV/cm stays straight to within 0.007. The simple sum thus needs electrons whose arrival energy hardly changes with field. Energy loss in the oxide can weaken the dependence on field, but need not remove it. Electrons that cross a thin oxide with little loss gain more energy as the voltage rises.

There is also a low-voltage limit. Put the cathode Fermi level at its conduction edge. An electron starting there arrives at most $qV$ above the anode conduction edge, where $V$ is the oxide voltage. The assumed hole needs 4.4 eV, so for 10 nm this channel closes below 4.4 MV/cm at zero temperature. The formula would still return a finite lifetime there, but its premise has failed.

**Q:** Which omissions matter most for your numbers?

**A:** Several change the lifetime far more than the slope. At an ideal metal electrode, the attraction of a carrier to its image charge adds $-a/x$ to the barrier, with $a=q^2/(16\pi\epsilon)$. Away from the electrode surface, this lowers the exponent by about

$$\frac{\sqrt{2m}\,a}{\hbar}\int\frac{dx}{x\sqrt{\Phi-qEx}},$$

with the lower limit near $x=a/\Phi$. The upper limit scales as $1/E$, so this part varies nearly logarithmically with field. The region closer to the electrode adds a further reduction that hardly depends on field. With an optical permittivity of 2.15, numerical integration of the full exponent at 10 MV/cm raises the electron transmission 12 times and the hole transmission 19 times. The field constants become 238.5 and 77.0 MV/cm, a total fall of about 7 MV/cm. Silicon attracts the carrier less strongly than a metal. Treated as a dielectric of permittivity 11.7, it multiplies $a$ by $(11.7-2.15)/(11.7+2.15)=0.69$, and the two transmissions rise only about 6 and 8 times.

Trapped charge also matters. Let $10^{12}$ positive charges per cm² sit just beyond the electrons' tunnelling distance, which is about 3 nm at 10 MV/cm. In an oxide much thicker than this, at fixed voltage, they raise the field at the cathode by 0.46 MV/cm, for a static permittivity of 3.9, and the electron current grows 3.2 times. In our 10 nm film the field rise is smaller by the factor $1-3/10$, and the current slightly more than doubles. Charges nearer the cathode have less effect, because they raise the field over only part of the barrier. The assumed $Q_p$ corresponds to $6\times10^{17}$ holes per cm², so trapping two in a million is enough. The current is then no longer constant during the stress.

Heating the electron supply to 423 K multiplies $J$ by 1.39 and lowers its slope by 7 MV/cm. This does not include any temperature dependence of $Q_p$ or of hole creation.

The silicon cathode is not a deep Fermi sea either. At 10 MV/cm it holds $2.2\times10^{13}$ electrons per cm². If all of them occupied the lowest confined level, with two valleys of transverse mass $0.19\,m_0$, the Fermi depth would be 0.14 eV. States within that depth supply 49% of the ideal current. Confinement matters more: it helps to lift the Fermi level about 0.4 eV above the band edge at the interface. If the 3.1 eV were measured from that edge, the current would be about a hundred times larger. Here 3.1 eV must therefore be read as an effective barrier, measured from the Fermi level and taken as independent of field. If the supply followed $E^p$ instead of $E^2$, the slope would contain $pE$ instead of $2E$.

**Q:** How does this compare with real oxides, including those on wide-gap semiconductors?

**A:** For thermal oxides on silicon, inverse-field slopes near 350 MV/cm are a rough typical figure. The 342 MV/cm here is close, but I chose typical barriers and held the hole barrier fixed ($s=0$), so this is no independent confirmation. The electron charge to breakdown is less realistic. The model gives 340 C/cm² at 10 MV/cm, while good oxides of this thickness reach roughly tens of C/cm². At the same $Q_p$ and $\gamma_0$, the neglected image force on the holes would alone reduce it to $340/18.7\simeq18$ C/cm² for a metal-like anode, or to about 40 C/cm² for the dielectric estimate of silicon. Those two parameters are uncertain as well, so the absolute lifetimes should not be used for design. Area, defects and failure statistics are also missing.

Power devices often have thicker gate oxides. In our 10 nm film at 11 MV/cm, an electron from the Fermi level gains at most $11-3.1=7.9$ eV of kinetic energy, less than the 9.0 eV oxide gap. In a 50 nm film at the same field the voltage no longer forbids ionization inside the oxide. That would be a second source of holes, with its own field dependence.

Some wide-gap semiconductors have a smaller conduction-band offset to the oxide; for 4H silicon carbide it is roughly 2.7 eV. Lower $\Phi_b$ from 3.1 to 2.7 eV and hold the field, masses, $\Phi_h$, $\gamma_0$ and $Q_p$ fixed. Then $B$ falls to 196.4 MV/cm. Since $A\propto1/\Phi_b$, the lifetime at 10 MV/cm changes by

$$\frac{2.7}{3.1}\exp\left(\frac{196.4-241.6}{10}\right)\simeq0.0095,$$

which makes it about 100 times shorter. The slope falls by 45 MV/cm too, so in this model an oxide on such a semiconductor gains less lifetime from a given reduction in field.

All numerical values are calculated from the stated model.
